**Orientational average of a Raman tensor, tested on general tensors and on Li2**

For a real symmetric Raman tensor in an isotropic sample, the activity is 45a² + 7γ² and the depolarization ratio is 3γ²/(45a² + 4γ²), which is at most 3/4. Here a is one third of the trace of the tensor and γ² is its squared anisotropy; the incident light is linearly polarized, and the scattered light is collected perpendicular to that polarization. The program asserts these formulas, and the intermediate relations behind them, for 200 random tensors by numerical quadrature over rotations. It also asserts the limiting ratios 0 and 3/4 and the ratio 1/3 for a single nonzero principal value, and shows that a tensor with an antisymmetric part can exceed the bound, with a ratio of 1.17. For Li2 it computes restricted Hartree–Fock polarizabilities, compares them with finite-field values, and differentiates them with respect to the bond length. It then places the molecule along six icosahedral axes and averages the squared laboratory components without using a or γ². Both routes give an activity of about 1.02 × 10⁵ bohr⁴ and a depolarization ratio of 0.098. The Li2 values omit electron correlation and the frequency dependence of the polarizability.

## Numerical check

```python
"""
Result under test: for a real symmetric Raman tensor T, averaged over all
orientations, with incident light polarized along laboratory Z,
    <T_ZZ^2> = (45 a^2 + 4 g2)/45,     <T_XZ^2> = g2/15,
    activity = 45 (<T_ZZ^2> + <T_XZ^2>) = 45 a^2 + 7 g2,
    depolarization ratio = 3 g2/(45 a^2 + 4 g2) <= 3/4.
a  : one third of the trace of T
g2 : squared anisotropy (gamma^2), defined from the components of T
The averages are computed by quadrature over rotations, and for Li2 also by
placing the molecule along six axes in restricted Hartree-Fock calculations.
Hartree atomic units; T is the derivative of the polarizability.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, ao2mo, lib

lib.num_threads(1)


# ---------- orientation averages by quadrature over Euler angles ----------
def rotation_z(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def rotation_y_from_cosine(c):
    s = np.sqrt(1 - c * c)
    return np.array([[c, 0, s], [0, 1.0, 0], [-s, 0, c]])


angles = 2 * np.pi * np.arange(6) / 6
cosines, cosine_weights = np.polynomial.legendre.leggauss(6)
rotations, weights = [], []
for phi, psi in itertools.product(angles, angles):
    for c, w in zip(cosines, cosine_weights):
        rotations.append(rotation_z(phi) @ rotation_y_from_cosine(c)
                         @ rotation_z(psi))
        weights.append(w / 2 / 36)
rotations, weights = np.array(rotations), np.array(weights)


def lab_tensors(tensor):
    return rotations @ tensor @ rotations.transpose(0, 2, 1)


def intensities(tensor):
    """Mean squares of the ZZ and XZ laboratory components."""
    lab = lab_tensors(tensor)
    return weights @ lab[:, 2, 2]**2, weights @ lab[:, 0, 2]**2


def invariants(t):
    """Mean value a and squared anisotropy g2 from the components."""
    a = np.trace(t) / 3
    g2 = 0.5 * ((t[0, 0] - t[1, 1])**2 + (t[1, 1] - t[2, 2])**2
                + (t[2, 2] - t[0, 0])**2)
    g2 += 3 * (t[0, 1]**2 + t[1, 2]**2 + t[2, 0]**2)
    return a, g2


rng = np.random.default_rng(7)
largest_ratio = 0.0
for trial in range(200):
    m = rng.normal(size=(3, 3))
    t = (m + m.T) / 2
    a, g2 = invariants(t)
    beta = t - a * np.eye(3)
    lab_beta = lab_tensors(beta)
    A = weights @ lab_beta[:, 2, 2]**2
    B = weights @ (lab_beta[:, 0, 0] * lab_beta[:, 1, 1])
    C = weights @ lab_beta[:, 0, 2]**2
    assert np.isclose(np.trace(beta @ beta), 2 * g2 / 3)
    assert abs(weights @ lab_beta[:, 2, 2]) < 1e-12
    assert abs(A + 2 * B) < 1e-11
    assert np.isclose(C, (A - B) / 2) and np.isclose(C, 3 * A / 4)
    assert np.isclose(3 * A + 6 * C, 2 * g2 / 3)
    parallel, crossed = intensities(t)
    assert np.isclose(parallel, (45 * a**2 + 4 * g2) / 45)
    assert np.isclose(crossed, g2 / 15)
    assert np.isclose(45 * (parallel + crossed), 45 * a**2 + 7 * g2)
    ratio = crossed / parallel
    assert np.isclose(ratio, 3 * g2 / (45 * a**2 + 4 * g2))
    assert np.isclose(0.75 - ratio,
                      135 * a**2 / (4 * (45 * a**2 + 4 * g2)), atol=1e-12)
    assert ratio <= 0.75 + 1e-12
    largest_ratio = max(largest_ratio, ratio)
    # Unpolarized light travelling along Y, scattered light seen along X.
    lab = lab_tensors(t)
    seen_z = weights @ (lab[:, 2, 2]**2 + lab[:, 2, 0]**2)
    seen_y = weights @ (lab[:, 1, 2]**2 + lab[:, 1, 0]**2)
    assert np.isclose(seen_y / seen_z, 6 * g2 / (45 * a**2 + 7 * g2))
    assert seen_y / seen_z <= 6 / 7 + 1e-12


def ratio_by_quadrature(tensor):
    parallel, crossed = intensities(np.array(tensor, dtype=float))
    return crossed / parallel


ratio_isotropic = ratio_by_quadrature(np.eye(3))
ratio_single = ratio_by_quadrature(np.diag([0, 0, 1]))
ratio_traceless = ratio_by_quadrature(np.diag([1, 2, -3]))
assert abs(ratio_isotropic) < 1e-12
assert np.isclose(ratio_single, 1 / 3)
assert np.isclose(ratio_traceless, 0.75)
# An antisymmetric part, excluded by the assumptions, can break the bound.
ratio_nonsymmetric = ratio_by_quadrature([[1, 1, 0], [-1, 1, 0], [0, 0, -2]])
assert ratio_nonsymmetric > 0.75

# Independent phases remove interference between different molecules.
amplitudes = np.array([1.0, -0.4, 0.7])
phase_mean = np.mean([abs(np.sum(amplitudes * np.exp(1j * np.array(p))))**2
                      for p in itertools.product(angles, repeat=3)])
assert np.isclose(phase_mean, np.sum(amplitudes**2))

# ---------- Li2: restricted Hartree-Fock polarizabilities ----------
# Even-tempered shells: (angular momentum, count, smallest exponent, ratio).
shell_rules = [(0, 10, 0.015, 3.2), (1, 4, 0.018, 3.0), (2, 2, 0.040, 3.0)]
li_basis = [[l, [smallest * factor**k, 1.0]]
            for l, count, smallest, factor in shell_rules
            for k in range(count)]
Z_AXIS = np.array([0.0, 0.0, 1.0])


def run_scf(bond, axis=Z_AXIS, field=None):
    end = 0.5 * bond * np.asarray(axis)
    mol = gto.M(atom=[["Li", tuple(end)], ["Li", tuple(-end)]], unit="Bohr",
                basis={"Li": li_basis}, verbose=0)
    mf = scf.RHF(mol)
    mf._eri = mol.intor("int2e", aosym="s8")
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-7, 100
    if field is not None:
        # An electron has charge -1, so its energy in the field is +F.r.
        core = mf.get_hcore() + np.einsum("x,xpq->pq", field,
                                          mol.intor("int1e_r"))
        mf.get_hcore = lambda *args: core
    mf.kernel()
    assert mf.converged
    return mol, mf


def polarizability(bond, axis=Z_AXIS):
    """Static tensor from the coupled-perturbed Hartree-Fock equations."""
    mol, mf = run_scf(bond, axis)
    occ = mf.mo_coeff[:, mf.mo_occ > 0]
    vir = mf.mo_coeff[:, mf.mo_occ == 0]
    no, nv = occ.shape[1], vir.shape[1]
    iajb = ao2mo.general(mf._eri, (occ, vir, occ, vir),
                         compact=False).reshape(no, nv, no, nv)
    ijab = ao2mo.general(mf._eri, (occ, occ, vir, vir),
                         compact=False).reshape(no, no, nv, nv)
    hessian = (4 * iajb - iajb.transpose(0, 3, 2, 1)
               - ijab.transpose(0, 2, 1, 3)).reshape(no * nv, no * nv)
    gaps = mf.mo_energy[mf.mo_occ == 0] - mf.mo_energy[mf.mo_occ > 0][:, None]
    hessian = hessian + np.diag(gaps.ravel())
    r = np.einsum("pi,xpq,qa->xia", occ, mol.intor("int1e_r"), vir)
    r = r.reshape(3, -1)
    return 4 * r @ np.linalg.solve(hessian, r.T)


search = minimize_scalar(lambda bond: run_scf(bond)[1].e_tot,
                         bounds=(4.6, 6.0), method="bounded",
                         options={"xatol": 1e-3})
bond_eq, energy_eq = search.x, search.fun
assert 4.7 < bond_eq < 5.9

alpha_eq = polarizability(bond_eq)
field_strength = 3e-4
for direction in (0, 2):
    dipoles = []
    for sign in (1, -1):
        field = np.zeros(3)
        field[direction] = sign * field_strength
        mol, mf = run_scf(bond_eq, field=field)
        position = mol.intor("int1e_r")[direction]
        dipoles.append(-np.sum(mf.make_rdm1() * position))
    finite_field = (dipoles[0] - dipoles[1]) / (2 * field_strength)
    # Tolerance covers the cubic response to the finite field.
    assert np.isclose(finite_field, alpha_eq[direction, direction], rtol=1e-3)


def raman_tensor(step, axis=Z_AXIS):
    return (polarizability(bond_eq + step, axis)
            - polarizability(bond_eq - step, axis)) / (2 * step)


step = 0.05
raman = raman_tensor(step)
raman_wide = raman_tensor(2 * step)
# Tolerance covers the quadratic error of the central difference.
assert np.allclose(raman, raman_wide, rtol=0, atol=5e-3 * abs(raman).max())
d_par, d_perp = raman[2, 2], raman[0, 0]
assert np.isclose(raman[0, 0], raman[1, 1], rtol=1e-3)
a_li2 = (d_par + 2 * d_perp) / 3
g2_li2 = (d_par - d_perp)**2
parallel_li2 = (45 * a_li2**2 + 4 * g2_li2) / 45
crossed_li2 = g2_li2 / 15
activity = 45 * a_li2**2 + 7 * g2_li2
ratio_li2 = 3 * g2_li2 / (45 * a_li2**2 + 4 * g2_li2)

# Six icosahedral axes average degree-four polynomials exactly.
golden = (1 + np.sqrt(5)) / 2
axes = np.array([[0, 1, golden], [0, 1, -golden], [1, golden, 0],
                 [1, -golden, 0], [golden, 0, 1], [-golden, 0, 1]])
axes /= np.linalg.norm(axes[0])
placed = np.array([raman_tensor(step, axis) for axis in axes])
placed_parallel = np.mean(placed[:, 2, 2]**2)
placed_crossed = np.mean(placed[:, 0, 2]**2)
placed_activity = 45 * (placed_parallel + placed_crossed)
placed_ratio = placed_crossed / placed_parallel
# Tolerances cover the self-consistency error in numerical derivatives.
assert np.isclose(placed_parallel, parallel_li2, rtol=2e-3)
assert np.isclose(placed_crossed, crossed_li2, rtol=5e-3)
assert np.isclose(placed_activity, activity, rtol=2e-3)
assert abs(placed_ratio - ratio_li2) < 1e-3

# Mass-weighted coordinate Q = sqrt(reduced mass) * (bond - bond_eq).
li7_mass_u = 7.016
reduced_u = li7_mass_u / 2
u_in_me = constants.atomic_mass / constants.m_e
bohr_in_angstrom = constants.value("Bohr radius") * 1e10
activity_q = activity / (reduced_u * u_in_me)
activity_conventional = activity * bohr_in_angstrom**4 / reduced_u

print("GENERAL TENSORS (rotation quadrature)")
print(f"largest ratio among 200 random tensors: {largest_ratio:.4f}")
print(f"ratio, isotropic tensor: {abs(ratio_isotropic):.4f}")
print(f"ratio, single principal value: {ratio_single:.4f}")
print(f"ratio, traceless tensor diag(1,2,-3): {ratio_traceless:.4f}")
print(f"ratio, tensor with antisymmetric part: {ratio_nonsymmetric:.4f}")
print("LI2, RESTRICTED HARTREE-FOCK")
for l, count, smallest, factor in shell_rules:
    print(f"basis l={l}: {count} shells, smallest exponent "
          f"{smallest:.3f} bohr^-2, ratio {factor:.1f}")
print(f"bond length at energy minimum: {bond_eq:.3f} bohr")
print(f"energy at minimum: {energy_eq:.5f} hartree")
print(f"polarizability along axis: {alpha_eq[2, 2]:.2f} bohr^3")
print(f"polarizability across axis: {alpha_eq[0, 0]:.2f} bohr^3")
print(f"field for finite-field test: {field_strength:.1e} a.u.")
print(f"bond-length step for derivatives: {step:.2f} bohr")
print(f"derivative along axis: {d_par:.3f} bohr^2")
print(f"derivative across axis: {d_perp:.3f} bohr^2")
print(f"mean derivative a: {a_li2:.3f} bohr^2")
print(f"anisotropy squared gamma^2: {g2_li2:.2f} bohr^4")
print(f"mean square ZZ, formula: {parallel_li2:.2f} bohr^4")
print(f"mean square ZZ, six placed axes: {placed_parallel:.2f} bohr^4")
print(f"mean square XZ, formula: {crossed_li2:.3f} bohr^4")
print(f"mean square XZ, six placed axes: {placed_crossed:.3f} bohr^4")
print(f"45 a^2: {45 * a_li2**2:.1f} bohr^4")
print(f"7 gamma^2: {7 * g2_li2:.1f} bohr^4")
print(f"activity, formula: {activity:.1f} bohr^4")
print(f"activity, six placed axes: {placed_activity:.1f} bohr^4")
print(f"depolarization ratio, formula: {ratio_li2:.4f}")
print(f"depolarization ratio, six placed axes: {placed_ratio:.4f}")
print(f"mass of one Li-7 atom (input): {li7_mass_u:.3f} u")
print(f"reduced mass: {reduced_u:.3f} u = {reduced_u * u_in_me:.1f} m_e")
print(f"activity per mass-weighted Q: {activity_q:.4f} bohr^4/m_e")
print(f"same activity, converted: {activity_conventional:.1f} angstrom^4/u")
print("ALL CHECKS PASSED")
```

Output:

```
GENERAL TENSORS (rotation quadrature)
largest ratio among 200 random tensors: 0.7500
ratio, isotropic tensor: 0.0000
ratio, single principal value: 0.3333
ratio, traceless tensor diag(1,2,-3): 0.7500
ratio, tensor with antisymmetric part: 1.1667
LI2, RESTRICTED HARTREE-FOCK
basis l=0: 10 shells, smallest exponent 0.015 bohr^-2, ratio 3.2
basis l=1: 4 shells, smallest exponent 0.018 bohr^-2, ratio 3.0
basis l=2: 2 shells, smallest exponent 0.040 bohr^-2, ratio 3.0
bond length at energy minimum: 5.268 bohr
energy at minimum: -14.86948 hartree
polarizability along axis: 265.44 bohr^3
polarizability across axis: 184.36 bohr^3
field for finite-field test: 3.0e-04 a.u.
bond-length step for derivatives: 0.05 bohr
derivative along axis: 79.235 bohr^2
derivative across axis: 23.999 bohr^2
mean derivative a: 42.411 bohr^2
anisotropy squared gamma^2: 3051.03 bohr^4
mean square ZZ, formula: 2069.91 bohr^4
mean square ZZ, six placed axes: 2069.91 bohr^4
mean square XZ, formula: 203.402 bohr^4
mean square XZ, six placed axes: 203.402 bohr^4
45 a^2: 80941.8 bohr^4
7 gamma^2: 21357.2 bohr^4
activity, formula: 102299.0 bohr^4
activity, six placed axes: 102299.0 bohr^4
depolarization ratio, formula: 0.0983
depolarization ratio, six placed axes: 0.0983
mass of one Li-7 atom (input): 7.016 u
reduced mass: 3.508 u = 6394.7 m_e
activity per mass-weighted Q: 15.9975 bohr^4/m_e
same activity, converted: 2286.7 angstrom^4/u
ALL CHECKS PASSED
```
